# Redox Free Energy and Reorganization Energy from Vertical Energy Gaps, part 1

(Sections cited here and not found follow in the second part.)

## 1. From vertical gaps to the linear-response formulas

### The quantity that a simulation supplies

A metal ion in solution can lose an electron. The electron leaves while the nuclei are practically at rest, and the solvent and the nearest ligands then rearrange around the new charge. The redox free energy refers to the end points of this process, both at thermal equilibrium. A first-principles molecular dynamics run supplies something different: for each stored configuration, one can compute the energy with and without the electron while keeping every nucleus in place. The difference is a vertical energy gap, and it contains no relaxation of the surroundings.

The question is how averages of vertical gaps give an equilibrium free energy. Under a condition stated below, two trajectories are enough, one for each charge state. The mean of their average gaps is the redox free energy, half their difference is the reorganization energy, and the fluctuations of the gap give the reorganization energy a second time.

### Definitions and assumptions

Let \(X\) denote all nuclear positions. The ground-state energy is \(E_R(X)\) for the reduced system and \(E_O(X)\) for the oxidized system. The reaction is written as oxidation, \(R\to O+e^-\), and the released electron is assigned a fixed reference energy, included in \(E_O\). The vertical gap is

\[
\Delta(X)=E_O(X)-E_R(X).
\]

In state \(R\) it is the vertical ionization energy. In state \(O\) it is the energy released when an electron is added vertically from the reference level.

The nuclei are classical, and the volume and the temperature \(T\) are fixed. Write \(\beta=1/kT\). Both states have the same nuclei, so the momentum integrals in their partition functions are identical and cancel in the ratio. What remains are the configurational integrals

\[
Z_R=\int e^{-\beta E_R(X)}\,dX,\qquad
Z_O=\int e^{-\beta E_O(X)}\,dX ,
\]

taken over the same region of configuration space. The oxidation free energy is

\[
\Delta A=A_O-A_R=-kT\ln\frac{Z_O}{Z_R}.
\]

If the electronic ground states have degeneracies \(g_R\) and \(g_O\), the integrals acquire these factors and \(\Delta A\) gains \(-kT\ln(g_O/g_R)\). This term is left out here.

Angle brackets with a subscript, as in \(\langle\Delta\rangle_R\), denote an equilibrium average in the named state. All moments used below are assumed finite.

The reference energy needs attention in an implementation. If every gap is shifted by a constant \(c\), then both averages and \(\Delta A\) shift by \(c\), while the difference of the averages is unchanged. If the two trajectories have different shifts \(c_R\) and \(c_O\), the mean of the two averages is wrong by \((c_R+c_O)/2\), and half their difference is wrong by \((c_R-c_O)/2\). The electrostatic reference must therefore be the same in both runs.

### The exact starting point

Insert \(E_O=E_R+\Delta\) into \(Z_O\) and divide by \(Z_R\):

\[
e^{-\beta\Delta A}
=\frac{\int e^{-\beta\Delta}e^{-\beta E_R}\,dX}{\int e^{-\beta E_R}\,dX}
=\left\langle e^{-\beta\Delta}\right\rangle_R .
\]

This is the free-energy perturbation formula. It needs one trajectory and no linear-response assumption, but the exponential gives most weight to small gaps, which state \(R\) may visit extremely rarely. A route through ordinary averages is obtained by moving from one surface to the other gradually.

### A path between the two surfaces

For \(0\le\eta\le1\), define

\[
E_\eta=(1-\eta)E_R+\eta E_O=E_R+\eta\Delta ,
\]

\[
Z(\eta)=\int e^{-\beta E_\eta}\,dX,\qquad A(\eta)=-kT\ln Z(\eta).
\]

Here \(A(\eta)\) is the configurational part of the free energy. Its end points differ by \(\Delta A\). At intermediate \(\eta\) the energy is a weighted mean of two integer-charge energies. In exact ensemble theory, with an energy convex in the electron number, this is also the energy at a fractional electron number. An approximate functional run with a fractional occupation generally departs from this straight line. The mixed surface must therefore be formed from the two integer-charge energies. Its forces are \((1-\eta)F_R+\eta F_O\), so each time step requires two electronic-structure calculations.

Since \(\partial E_\eta/\partial\eta=\Delta\), the first derivative is

\[
A'(\eta)=-\frac{kT}{Z}\int(-\beta\Delta)e^{-\beta E_\eta}\,dX
=\langle\Delta\rangle_\eta .
\]

Integration from 0 to 1 gives thermodynamic integration:

\[
\Delta A=\int_0^1\langle\Delta\rangle_\eta\,d\eta .
\tag{1}
\]

To find how the average changes along the path, write it as a quotient \(\langle\Delta\rangle_\eta=N/Z\), with \(N=\int\Delta e^{-\beta E_\eta}dX\). Then

\[
N'=-\beta\int\Delta^2e^{-\beta E_\eta}dX=-\beta Z\langle\Delta^2\rangle_\eta,
\qquad Z'=-\beta Z\langle\Delta\rangle_\eta .
\]

The quotient rule gives

\[
\frac{d\langle\Delta\rangle_\eta}{d\eta}
=\frac{N'}{Z}-\frac{N}{Z}\frac{Z'}{Z}
=-\beta\left(\langle\Delta^2\rangle_\eta-\langle\Delta\rangle_\eta^2\right)
=-\beta\sigma_\eta^2 .
\tag{2}
\]

This is a fluctuation–response relation. The response of the average gap to the coupling is fixed by the spontaneous fluctuations of the gap at that same coupling. The minus sign arises because raising \(\eta\) penalizes configurations with a large gap.

### Reorganization energy before any approximation

The variance is never negative, so by (2) the average gap cannot increase along the path. Its integral (1) therefore lies between its end values:

\[
\langle\Delta\rangle_O\le\Delta A\le\langle\Delta\rangle_R .
\]

This defines two non-negative quantities,

\[
\lambda_R=\langle\Delta\rangle_R-\Delta A,\qquad
\lambda_O=\Delta A-\langle\Delta\rangle_O .
\]

Their meaning follows from the free energy immediately after a vertical transition. Let \(S_R\) be the configurational entropy of the equilibrium distribution of state \(R\), so that \(A_R=\langle E_R\rangle_R-TS_R\). Just after the electron has left, the nuclei still have this distribution, but their energy is \(E_O\). The free energy of this non-equilibrium state is

\[
\langle E_O\rangle_R-TS_R=A_R+\langle\Delta\rangle_R .
\]

Relaxation to equilibrium on the oxidized surface lowers it to \(A_O\). The decrease is \(A_R+\langle\Delta\rangle_R-A_O=\lambda_R\). In the same way, \(\lambda_O\) is the free energy lost by relaxation after vertical reduction of \(O\).

Define the reorganization energy \(\lambda\) as the mean of the two relaxation free energies. The unknown \(\Delta A\) cancels:

\[
\lambda=\frac{\lambda_R+\lambda_O}{2}
=\frac{\langle\Delta\rangle_R-\langle\Delta\rangle_O}{2}.
\tag{3}
\]

Integrating (2) over the path gives \(\langle\Delta\rangle_O-\langle\Delta\rangle_R=-\beta\int_0^1\sigma_\eta^2d\eta\), and hence

\[
\lambda=\frac{\beta}{2}\int_0^1\sigma_\eta^2\,d\eta .
\tag{4}
\]

Equation (4) holds without linear response. It says that \(2\lambda kT\) is the gap variance averaged over the path. It does not say that the variance in either end state has this value.

### The linear-response condition

Assume now that the average gap is a linear function of the coupling over the whole path:

\[
\langle\Delta\rangle_\eta=a+b\eta,\qquad0\le\eta\le1 .
\]

The end values give \(a=\langle\Delta\rangle_R\) and \(a+b=\langle\Delta\rangle_O\), so (3) gives \(b=-2\lambda\). Equation (1) becomes

\[
\Delta A=\int_0^1(a+b\eta)\,d\eta=a+\frac b2
=\frac{a+(a+b)}2 .
\]

The redox free energy is therefore

\[
\boxed{\Delta A=\frac{\langle\Delta\rangle_R+\langle\Delta\rangle_O}{2}}
\tag{5}
\]

By (2), the constant slope also equals \(-\beta\sigma_\eta^2\). The variance is thus the same all along the path, and \(-2\lambda=-\beta\sigma^2\) gives

\[
\boxed{\sigma_R^2=\sigma_O^2=2\lambda kT}
\tag{6}
\]

The factor 2 in (6) comes from the definition of \(\lambda\): the full change of the average gap is \(2\lambda\), because the surroundings relax once after oxidation and once after reduction. Inserting (5) into the definitions of the two relaxation free energies gives \(\lambda_R=\lambda_O=\lambda\), so

\[
\langle\Delta\rangle_R=\Delta A+\lambda,\qquad
\langle\Delta\rangle_O=\Delta A-\lambda .
\]

If the surroundings do not respond at all, the gap is a constant. Then \(\lambda=0\), the variance vanishes, and the vertical gap is itself the redox free energy.

### Linear response means a Gaussian gap

Let \(p_R(x)\) be the probability density of finding the gap value \(x\) in state \(R\). Suppose it is Gaussian with mean \(m\) and variance \(\sigma^2\). At coupling \(\eta\), each configuration has the additional weight \(e^{-\beta\eta\Delta}\), which depends on the gap alone. Hence

\[
p_\eta(x)\propto
\exp\left[-\frac{(x-m)^2}{2\sigma^2}-\beta\eta x\right].
\]

The terms containing \(x\) in the exponent are \(-x^2/(2\sigma^2)+x(m-\beta\eta\sigma^2)/\sigma^2\). Completing the square gives

\[
p_\eta(x)\propto
\exp\left[-\frac{(x-m+\beta\eta\sigma^2)^2}{2\sigma^2}\right].
\]

The average is \(m-\beta\sigma^2\eta\), which is linear in \(\eta\), and the variance is unchanged. A Gaussian gap in state \(R\) therefore implies linear response.

The reverse is also true. Integrating the linear average from 0 to \(\eta\) gives \(A(\eta)-A(0)=a\eta+b\eta^2/2\), with \(b=-\beta\sigma^2\). Since \(Z(\eta)/Z(0)=\langle e^{-\beta\eta\Delta}\rangle_R\),

\[
\ln\left\langle e^{-\beta\eta\Delta}\right\rangle_R
=-\beta a\eta+\frac{\beta^2\sigma^2\eta^2}{2}.
\]

With \(t=-\beta\eta\), the right-hand side is \(at+\sigma^2t^2/2\), the logarithm of the moment generating function of a Gaussian. The function \(\langle e^{t\Delta}\rangle_R\) is analytic in the strip \(-\beta<\operatorname{Re}t<0\). It agrees with the Gaussian function on a real interval, and hence throughout the strip. Both functions are continuous up to the edge \(\operatorname{Re}t=0\), because \(|e^{t\Delta}|\le1+e^{-\beta\Delta}\), which has a finite average. On that edge they are the characteristic functions, which determine the distribution. The gap is therefore Gaussian.

### A microscopic model that satisfies the condition

Let the surroundings consist of harmonic modes whose minima shift on oxidation while their force constants stay the same:

\[
E_R=\frac12\sum_i k_iq_i^2,\qquad
E_O=\varepsilon+\frac12\sum_i k_i(q_i-d_i)^2 .
\]

Expanding the square and subtracting, the quadratic terms cancel:

\[
\Delta=\varepsilon+\frac12\sum_i k_id_i^2-\sum_i k_id_iq_i .
\]

In state \(R\), the \(q_i\) are independent Gaussian variables with mean zero and variance \(kT/k_i\). The gap is a linear combination of them and is Gaussian, with

\[
\langle\Delta\rangle_R=\varepsilon+\frac12\sum_i k_id_i^2,\qquad
\sigma_R^2=\sum_i k_i^2d_i^2\frac{kT}{k_i}
=kT\sum_i k_id_i^2 .
\]

In state \(O\), \(\langle q_i\rangle=d_i\), which gives \(\langle\Delta\rangle_O=\varepsilon-\frac12\sum_i k_id_i^2\). Consequently \(\Delta A=\varepsilon\), and

\[
\lambda=\frac12\sum_i k_id_i^2 ,
\tag{7}
\]

the elastic energy needed to displace all modes by their shifts. In this model \(\lambda\) does not depend on temperature, while the variance is proportional to it. If a force constant changes on oxidation, a term in \(q_i^2\) survives in the gap and the Gaussian property is lost.

## 2. Free-energy curves, corrections and a worked example

### Results carried over

The vertical gap is \(\Delta=E_O-E_R\), the oxidation free energy is \(\Delta A=A_O-A_R\), and \(\beta=1/kT\). On the mixed surface \(E_R+\eta\Delta\), the gap has average \(\langle\Delta\rangle_\eta\) and variance \(\sigma_\eta^2\); \(\eta=0\) is state \(R\) and \(\eta=1\) is state \(O\). The exact relations are

\[
\Delta A=\int_0^1\langle\Delta\rangle_\eta d\eta,\qquad
\frac{d\langle\Delta\rangle_\eta}{d\eta}=-\beta\sigma_\eta^2,\qquad
\lambda=\frac{\langle\Delta\rangle_R-\langle\Delta\rangle_O}{2}.
\]

For a Gaussian gap, \(\Delta A\) is also the mean of the two end averages, and \(\sigma_R^2=\sigma_O^2=2\lambda kT\).

### Marcus parabolas

The gap itself can serve as the reaction coordinate. Its density in state \(O\) is

\[
p_O(x)=\frac1{Z_O}\int\delta(x-\Delta)e^{-\beta(E_R+\Delta)}dX
=e^{-\beta x}\frac{Z_R}{Z_O}\,p_R(x).
\]

The delta function allowed \(\Delta\) to be replaced by \(x\). Since \(Z_R/Z_O=e^{\beta\Delta A}\),

\[
\frac{p_O(x)}{p_R(x)}=e^{-\beta(x-\Delta A)} .
\tag{8}
\]

This ratio is exact, whether or not the gap is Gaussian. In the Gaussian case, the free-energy curve of \(R\), measured from its minimum, is

\[
W_R(x)=-kT\ln\frac{p_R(x)}{p_R(\langle\Delta\rangle_R)}
=\frac{kT}{2\sigma^2}(x-\langle\Delta\rangle_R)^2 .
\]

Substituting \(\sigma^2=2\lambda kT\) and \(\langle\Delta\rangle_R=\Delta A+\lambda\), and repeating the step for \(O\), gives

\[
W_R(x)=\frac{(x-\Delta A-\lambda)^2}{4\lambda},\qquad
W_O(x)=\frac{(x-\Delta A+\lambda)^2}{4\lambda}.
\]

At the average gap of \(O\), \(x=\Delta A-\lambda\), the first curve has risen by \((2\lambda)^2/4\lambda=\lambda\). The reorganization energy is thus also the cost of bringing the reduced system to the gap typical of the oxidized one.

Suppose the electron goes to a level of energy \(\mu\) above the reference. The energies before and after transfer are equal when \(x=-\mu\), and the reaction free energy is \(\Delta G=\Delta A+\mu\). The free energy needed to reach this crossing from \(R\) is \(W_R(-\mu)=(\lambda+\Delta G)^2/4\lambda\), the Marcus activation free energy. It equals \(\lambda/4\) when \(\Delta G=0\).

For a Gaussian gap, the average gaps in the two charge states give the redox free energy and the reorganization energy, the gap variance gives the latter a second time, and the free-energy curves are Marcus parabolas. What remains is to find the corrections when the gap is not Gaussian, to test the formulas on numerical models, and to estimate the sampling error.
